\section*{Spin-current polarization of cycloidal and screw spirals on a chain}

\section*{Problem}

Classical spins sit on a straight chain along $\hat{\mathbf x}$ with spacing $a$. The vector $\mathbf S_j$ is dimensionless and has length one when the moment is fully ordered. The unit vector $\mathbf e=\hat{\mathbf x}$ points from site $j$ to site $j+1$. In the spin-current formula each bond carries the electric dipole
\begin{equation}
\mathbf p_j=p_0\,\mathbf e\times(\mathbf S_j\times\mathbf S_{j+1}),
\label{eq:sc}
\end{equation}
and the polarization is $\mathbf P=(Nv)^{-1}\sum_j\mathbf p_j$ for $N$ bonds, with $v$ the volume per spin. The coefficient $p_0$ depends on the material, in sign as well as size.

Neighbouring spins differ by the turn angle $\phi$, with $0<\phi<\pi$. The sense of rotation is $\chi=\pm1$, so that $\theta_j=\chi\phi j+\theta_0$. ``Chirality'' here means this sense, which fixes the sign of $\mathbf S_j\times\mathbf S_{j+1}$. Two spirals are to be compared:
\begin{align}
\text{cycloid:}\quad \mathbf S_j&=\hat{\mathbf x}\cos\theta_j+\hat{\mathbf z}\sin\theta_j,\\
\text{proper screw:}\quad \mathbf S_j&=\hat{\mathbf y}\cos\theta_j+\hat{\mathbf z}\sin\theta_j .
\end{align}

\begin{enumerate}
\item Which bond symmetries lead to Eq.~\eqref{eq:sc}?
\item Find $\mathbf p_j$ and $\mathbf P$ for both spirals and both senses. Does the dipole vary along the chain?
\item Evaluate $\mathbf P$ for $a=0.29$ nm, $v=0.058$ nm$^3$, $\phi=50^\circ$ and $p_0=3.0\times10^{-4}\,e\,$nm.
\item How much do ellipticity, temperature, magnetic anisotropy and a poling field of 0.01 MV/cm change the result?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the dipole as a general bilinear form in the two spins. Spins are axial vectors: inversion leaves their directions alone but exchanges the two sites.
\item Treat both spirals at once, with spins in a plane spanned by orthonormal vectors $\mathbf u,\mathbf w$ and normal $\mathbf n=\mathbf u\times\mathbf w$.
\item One elementary charge per nm$^2$ is $16.02\ \mu$C/cm$^2$.
\item For the anisotropy, let the angles deviate slightly from uniform rotation and balance the torques to first order.
\end{enumerate}

\section*{Solution}

\subsection*{1. Symmetry of the bond}

Time reversal forbids terms linear in the spins. To second order, the two-spin part of the dipole is $p_\alpha=\sum_{\beta\gamma}T_{\alpha\beta\gamma}S_{i\beta}S_{j\gamma}$. Suppose the bond centre is an inversion centre. Inversion reverses $\mathbf p$ and exchanges $\mathbf S_i$ with $\mathbf S_j$. The part of $T$ symmetric in $\beta\gamma$ is unchanged by the exchange, so its dipole must equal its own negative and vanishes. The antisymmetric part depends on the spins through $\mathbf c=\mathbf S_i\times\mathbf S_j$, so that $p_\alpha=\sum_\beta M_{\alpha\beta}c_\beta$. Both sides now change sign, and inversion imposes nothing further.

Next let the planes $xz$ and $xy$, which contain the bond, be mirrors. The dipole is a polar vector and $\mathbf c$ an axial one:
\begin{align}
y\to-y:&\quad \mathbf p\to(p_x,-p_y,p_z),\quad \mathbf c\to(-c_x,c_y,-c_z),\\
z\to-z:&\quad \mathbf p\to(p_x,p_y,-p_z),\quad \mathbf c\to(-c_x,-c_y,c_z).
\end{align}
A coefficient $M_{\alpha\beta}$ survives if $p_\alpha$ and $c_\beta$ have the same sign under both operations. This leaves $p_y=M_{yz}c_z$ and $p_z=M_{zy}c_y$. Finally, a fourfold rotation about the bond maps $(p_x,p_y,p_z)$ to $(p_x,-p_z,p_y)$, and $\mathbf c$ likewise. The relation for $p_y$ then becomes $-p_z=M_{yz}c_y$, so $M_{yz}=-M_{zy}$. With $M_{zy}=p_0$,
\begin{equation}
\mathbf p=p_0(0,-c_z,c_y)=p_0\,\mathbf e\times\mathbf c ,
\end{equation}
which is Eq.~\eqref{eq:sc}.

Terms quadratic in a single spin are also allowed. Inversion forces them into the form $\mathbf Q(\mathbf S_j)-\mathbf Q(\mathbf S_{j+1})$. For identical bonds their sum telescopes to a difference between the chain ends, so their contribution to $\mathbf P$ falls as $1/N$. They can make local dipoles uneven; ``uniform'' below refers to the spin-current part.

Equation \eqref{eq:sc} does not depend on how the bond is labelled. Exchanging the sites reverses both $\mathbf e$ and the cross product, and the two signs cancel.

\subsection*{2. The two spirals}

Take $\mathbf S_j=m_1\cos\theta_j\,\mathbf u+m_2\sin\theta_j\,\mathbf w$, which includes elliptical spirals. Since $\mathbf u\times\mathbf u=\mathbf w\times\mathbf w=0$ and $\mathbf w\times\mathbf u=-\mathbf n$,
\begin{align}
\mathbf S_j\times\mathbf S_{j+1}
&=m_1m_2(\cos\theta_j\sin\theta_{j+1}-\sin\theta_j\cos\theta_{j+1})\,\mathbf n\nonumber\\
&=m_1m_2\sin(\theta_{j+1}-\theta_j)\,\mathbf n
=\chi m_1m_2\sin\phi\;\mathbf n .
\end{align}
Both $j$ and $\theta_0$ have dropped out, so every bond carries the same dipole,
\begin{equation}
\mathbf p_j=\chi p_0m_1m_2\sin\phi\;\mathbf e\times\mathbf n .
\label{eq:general}
\end{equation}
Now set $m_1=m_2=1$.

For the cycloid, $\mathbf n=\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$ and $\mathbf e\times\mathbf n=-\hat{\mathbf z}$. Hence
\begin{equation}
\boxed{\;\mathbf P_{\rm cycloid}=-\chi\,\frac{p_0}{v}\sin\phi\;\hat{\mathbf z}\;}
\label{eq:cyc}
\end{equation}
The polarization is uniform, lies in the spin plane perpendicular to the chain, and reverses with $\chi$.

For the screw, $\mathbf n=\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$ is parallel to $\mathbf e$, so
\begin{equation}
\boxed{\;\mathbf p_j=0\ \text{on every bond},\qquad \mathbf P_{\rm screw}=0\;}
\end{equation}
for either handedness. The cross product of neighbouring spins is as large as in the cycloid; its direction is what removes the dipole.

The identity $\mathbf A\times(\mathbf B\times\mathbf C)=\mathbf B(\mathbf A\cdot\mathbf C)-\mathbf C(\mathbf A\cdot\mathbf B)$ gives a second view:
\begin{equation}
\mathbf p_j=p_0\left[\mathbf S_j(\mathbf e\cdot\mathbf S_{j+1})-\mathbf S_{j+1}(\mathbf e\cdot\mathbf S_j)\right].
\label{eq:bac}
\end{equation}
In a screw all spins are perpendicular to $\mathbf e$ and both terms vanish, even if the turn angle varies from bond to bond.

A rotation of the spins and the chain by $\pi$ about $\hat{\mathbf x}$ turns one cycloid into the other and reverses $P_z$. If the crystal has this axis, the two states have equal energy without an electric field.

For a long-period cycloid, $\sin\phi\approx\phi$ and $P$ is proportional to the rate of turn. It is largest at $\phi=90^\circ$. It vanishes for the ferromagnet, $\phi=0$, and for the collinear antiferromagnet, $\phi=\pi$, which have no sense of rotation.

\subsection*{3. Numbers}

One full turn takes $360/50=7.2$ sites, a wavelength of $7.2\times0.29=2.09$ nm; the spin pattern repeats on the lattice after 36 sites, which hold five turns. With $\sin50^\circ=0.766$, the cycloid's bond dipole has size
\begin{equation}
p_0\sin\phi=3.0\times10^{-4}\times0.766=2.30\times10^{-4}\ e\,\text{nm}.
\end{equation}
Dividing by the volume and converting,
\begin{equation}
|P|=\frac{2.30\times10^{-4}}{0.058}\times16.02
=0.0635\ \mu\text{C/cm}^2=635\ \mu\text{C/m}^2 .
\end{equation}
Thus $P_z=-0.0635\ \mu$C/cm$^2$ for $\chi=+1$ and $+0.0635\ \mu$C/cm$^2$ for $\chi=-1$. The screw gives zero for both. At the same $p_0$ and $v$, a turn angle of $90^\circ$ would give $0.083\ \mu$C/cm$^2$.

\subsection*{4. What the ideal cycloid leaves out}

\paragraph{Ellipticity.} Equation \eqref{eq:general} multiplies $P$ by $m_1m_2$. For $m_1=1$ and $m_2=0.7$, $P$ falls to $0.0444\ \mu$C/cm$^2$ and stays uniform. In this ellipse the moment length varies from site to site. The ratio $m_2/m_1$ alone does not fix the loss: in the fixed-length model below, $D=0.8$ meV at fixed pitch gives fundamental amplitudes 1.12 and 0.83, a ratio of 0.75, and lowers the mean dipole by only about 5.5\%. If $m_2\to0$ the order becomes a collinear wave and $P$ vanishes.

\paragraph{Temperature.} In mean field neighbouring spins fluctuate independently, so the mean cross product is that of the mean spins and $P\propto m^2$, with $m$ the reduced moment. For spin quantum number $s$, the level $k=-s,\dots,s$ has weight $e^{hk}$, with $h\propto m/T$. At small $h$, $m=h\langle k^2\rangle/s=h(s+1)/3$. Requiring this at the ordering temperature $T_o$ fixes $h=3mT_o/[(s+1)T]$. Solving $m=\langle k\rangle/s$ numerically for $s=2$, $T=15$ K and $T_o=40$ K gives $m=0.958$. Then $m^2=0.92$, a loss of 8\%. The value of $T_o$ is a separate input: the chain exchange used below would give about 16 K in the same mean field. The loss is sensitive to this choice, and $T_o=28$ K gives 22\%.

\paragraph{Anisotropy.} Take $\chi=+1$ and the energy
\begin{equation}
E=\sum_j\Big[\sum_{n=1,2}J_n\cos(\theta_{j+n}-\theta_j)-D\cos^2\theta_j\Big],
\end{equation}
where $D>0$ makes the chain an easy axis. At $D=0$ the energy per spin is $\varepsilon(\phi)=J_1\cos\phi+J_2\cos2\phi$. Its stationarity, $J_1\sin\phi+2J_2\sin2\phi=0$, gives $J_2=-J_1/(4\cos\phi)$. For the chosen $J_1=-2.0$ meV, $J_2=0.778$ meV.

Let $\theta_j=\theta_j^0+\eta_j$, where $\theta_j^0$ rotates uniformly. To first order, $\partial E/\partial\theta_j=0$ reads
\begin{equation}
\sum_nJ_n\cos n\phi\,(\eta_{j+n}-2\eta_j+\eta_{j-n})+D\sin2\theta_j^0=0 .
\end{equation}
Try $\eta_j=\eta\sin2\theta_j^0$. The bracket becomes $-2(1-\cos2n\phi)\eta_j$, and therefore
\begin{equation}
\eta=\frac{D}{2\sum_nJ_n\cos n\phi\,(1-\cos2n\phi)} .
\end{equation}
For $D=0.3$ meV this is $-0.085$ rad; the sign means that spins bunch towards the easy axis. The turn angle of a bond changes by
\begin{equation}
\delta_j=\eta(\sin2\theta^0_{j+1}-\sin2\theta^0_j)=2\eta\sin\phi\cos(2\theta_j^0+\phi).
\end{equation}
Since $\sin(\phi+\delta_j)\approx\sin\phi+\delta_j\cos\phi$, the relative ripple of the bond dipoles has amplitude $2|\eta|\cos\phi=10.9\%$. For these spins of fixed length, the uneven rotation makes the bond dipoles uneven.

Numerical energy minimization on a ring of 36 spins, with five turns held fixed, gives bond dipoles between 0.896 and 1.112 of the uniform value for $\theta_0=0$. The phase costs practically no energy, and over all phases the range is 0.894 to 1.114. Their mean is 0.996. The mean moves little because the first-order ripple averages out. The second-order term, $-\langle\delta_j^2\rangle/2=-\eta^2\sin^2\phi=-0.004$, accounts for the loss at fixed pitch. If the pitch may also relax, the average turn angle in this model falls to $49.6^\circ$ and the mean dipole to 0.989 of the uniform value, still a change of only about 1\%.

\paragraph{Poling field.} A field $\mathcal E$ along $+\hat{\mathbf z}$ adds $-vP_z\mathcal E$ per spin and, for $p_0>0$, favours $\chi=-1$. Since $0.01$ MV/cm is $10^{-3}$ V/nm, the two senses are split by
\begin{equation}
2p_0\sin\phi\,\mathcal E=2(2.30\times10^{-4})(10^{-3})\ \text{eV}
=4.6\times10^{-4}\ \text{meV per spin}.
\end{equation}
At 15 K, $k_BT=1.29$ meV, so about 2800 spins must reverse together before the splitting reaches $k_BT$. This measures the bias between the states, not the barrier between them.

The field also polarizes the lattice. For a relative permittivity of 25 this adds $\epsilon_0(25-1)\mathcal E=0.021\ \mu$C/cm$^2$, a third of the cycloid's $|P|$. In this linear estimate the addition disappears with the field, so measuring at zero field separates the two.

The field alters the turn angle as well. For the favoured sense, minimizing $\varepsilon(\phi)-p_0\mathcal E\sin\phi$ gives $\delta\phi=p_0\mathcal E\cos\phi/\varepsilon''(\phi)=1.1\times10^{-4}$ rad. The relative change of $P$ is $\delta\phi\cot\phi=9\times10^{-5}$, which is negligible here.

\paragraph{The real case.} The parameters are rough values in the regime of TbMnO$_3$, a manganite with a cycloidal phase at low temperature and a polarization of roughly $0.06\ \mu$C/cm$^2$. The coefficient $p_0$ was chosen to give this size, so the magnitude is an input and not a prediction. The exchange and anisotropy energies are round model values. Of the corrections sized above at zero field, the ellipse with $m_1=1$, $m_2=0.7$ moves the number most: 30\% at fixed $p_0$. The material first orders as a collinear wave and becomes cycloidal at a lower temperature, so the mean-field estimate with a single transition can understate the thermal loss. Its manganese bonds also zigzag and have lower symmetry than assumed in part 1. Further terms may then contribute, and they are not sized here.

\section*{Variation 1: a screw canted along the chain}

\textit{A magnetic field along the chain cants every spin of a screw by an angle $\alpha$ towards $\mathbf e$. Is there a polarization?}

Write $\mathbf S_j=\sin\alpha\,\mathbf e+\cos\alpha\,\mathbf t_j$ with $\mathbf t_j=\hat{\mathbf y}\cos\theta_j+\hat{\mathbf z}\sin\theta_j$. Now $\mathbf e\cdot\mathbf S_j=\sin\alpha$ on every site, and Eq.~\eqref{eq:bac} gives
\begin{equation}
\mathbf p_j=p_0\sin\alpha\,(\mathbf S_j-\mathbf S_{j+1})
=-p_0\sin\alpha\cos\alpha\,(\mathbf t_{j+1}-\mathbf t_j).
\end{equation}
Because $|\mathbf t_{j+1}-\mathbf t_j|=2\sin(\phi/2)$, each bond has a dipole of size $p_0\sin2\alpha\,\sin(\phi/2)$. For $\alpha=10^\circ$ and $\phi=50^\circ$ this is $0.145\,p_0$. The dipoles rotate along the chain and their sum telescopes to the ends. The mean is zero over whole turns and at most $p_0\sin2\alpha/N$ otherwise. Canting creates local dipoles but no bulk polarization.

\section*{Variation 2: a bond without mirrors}

\textit{Keep the inversion centre and the fourfold axis of the bond, but remove the mirrors containing it. Can a proper screw be polar?}

Inversion still leaves $p_\alpha=\sum_\beta M_{\alpha\beta}c_\beta$. The rotation acts alike on $\mathbf p$ and $\mathbf c$, so $M$ must commute with it. The general form is
\begin{equation}
\mathbf p=\lambda\,\mathbf e(\mathbf e\cdot\mathbf c)+\mu\,\mathbf c_\perp+p_0\,\mathbf e\times\mathbf c ,
\end{equation}
where $\mathbf c_\perp$ is the part of $\mathbf c$ perpendicular to $\mathbf e$. A screw has $\mathbf c=\chi\sin\phi\,\mathbf e$, hence
\begin{equation}
\mathbf P_{\rm screw}=\chi\,\frac{\lambda}{v}\sin\phi\;\mathbf e .
\end{equation}
It is polar along the chain and reverses with handedness. A mirror containing the bond would reverse $\mathbf e\cdot\mathbf c$ but not $p_x$, which is why $\lambda$ was absent before. For the cycloid, $\mathbf c=-\chi\sin\phi\,\hat{\mathbf y}$ gives $\mathbf p=-\chi\sin\phi\,(\mu\hat{\mathbf y}+p_0\hat{\mathbf z})$: the dipole is still uniform and reversible, but tilted out of the spin plane. The null result for the screw thus belongs to Eq.~\eqref{eq:sc} and the bond symmetry behind it; a polar screw in a crystal of lower symmetry does not contradict it.

Numerical values quoted here were computed with a short program.
